# Green's Reciprocity and the Channel Charge Induced by Trapped Charge

## A flat cell with one insulator

Let the channel be a metal plane at $z=0$, the gate a metal plane at $z=d$, and the space between them an insulator of relative permittivity $\varepsilon$. A uniform sheet of trapped charge, $s$ per unit area, lies at $z=h$. Both planes are grounded. The algebra uses atomic units, in which $4\pi\varepsilon_0=1$ and Gauss's law reads $\nabla\cdot(\varepsilon\mathbf E)=4\pi\rho$.

If the sheet is at potential $\psi_h$, the field is $E_z=-\psi_h/h$ below it and $E_z=\psi_h/(d-h)$ above it. The jump of $\varepsilon E_z$ across the sheet is $4\pi s$:

$$\varepsilon\psi_h\left(\frac1{d-h}+\frac1h\right)=4\pi s,\qquad \psi_h=\frac{4\pi s\,h(d-h)}{\varepsilon d}.$$

The charge per area on the channel is $\varepsilon E_z(0)/4\pi$, because $+z$ points out of that metal:

$$\sigma=-\frac{\varepsilon\psi_h}{4\pi h}=-s\left(1-\frac hd\right).$$

Now remove the trapped charge and put the channel at unit potential. The potential is $w(z)=1-z/d$, so $\sigma=-s\,w(h)$. The sheet consists of point charges at equal height, and by translation symmetry each induces the same total charge. A point charge $q$ therefore induces $-q\,w(h)$ in total. This relation survives when the planes are replaced by electrodes of any shape.

## Assumptions and theorem

The insulator occupies a region $V$ bounded by a channel, a gate and possibly other electrodes.

1. The permittivity $\varepsilon(\mathbf r)>0$ is a scalar that may vary in space and jump between layers, but does not depend on the field.
2. Each electrode is an equipotential.
3. On any other boundary the normal displacement vanishes. If $V$ is unbounded, either both potentials below fall as $1/r$ and their gradients as $1/r^2$, or, as in a long cell between electrodes, the trap's potential and field vanish at the remote ends, while $w$ there lies between its electrode values 0 and 1 and has a bounded gradient.

Let $w$ be the dimensionless potential with no trapped charge:

$$\nabla\cdot(\varepsilon\nabla w)=0,\qquad w=1\ \text{on the channel},\quad w=0\ \text{on all other electrodes}.$$

Let $\psi$ be the potential of a charge $q$ trapped at $\mathbf r_0$, with every electrode grounded:

$$\nabla\cdot(\varepsilon\nabla\psi)=-4\pi q\,\delta(\mathbf r-\mathbf r_0),\qquad \psi=0\ \text{on all electrodes}.$$

**Theorem.** The total charge induced on the channel is

$$\boxed{Q_{\rm ch}=-q\,w(\mathbf r_0)}$$

For a trapped density $\rho$ it is $Q_{\rm ch}=-\int_V\rho\,w\,dV$.

If the potential $\phi$ is computed with a channel bias $U$, then $w=\phi/U$. The constant of proportionality is thus $-q/U$. If the electrodes are biased, or other fixed charges are present, linearity makes $-q\,w(\mathbf r_0)$ the change in channel charge on adding $q$ at fixed electrode potentials.

## Two lemmas and the proof

Define $\mathbf J=w\,\varepsilon\nabla\psi-\psi\,\varepsilon\nabla w$.

**Lemma 1.** With $\boldsymbol\nu$ pointing out of the insulator, the flux of $\mathbf J$ through the outer surfaces of a smooth layer is $-4\pi q\,w(\mathbf r_0)$ if the trap lies inside it, and zero otherwise.

*Proof.* Away from the trap,

$$\nabla\cdot\mathbf J=\varepsilon\nabla w\cdot\nabla\psi+w\nabla\cdot(\varepsilon\nabla\psi)-\varepsilon\nabla\psi\cdot\nabla w-\psi\nabla\cdot(\varepsilon\nabla w)=0.$$

The gradient products cancel because both problems have the same $\varepsilon$. This proves the second case. For the first, cut out a ball of radius $a$ about $\mathbf r_0$. On its surface the normal leaving the remaining insulator is $-\hat{\mathbf s}$, where $\hat{\mathbf s}$ points away from the trap. The divergence theorem gives

$$0=\oint_{\rm outer}\mathbf J\cdot\boldsymbol\nu\,dS-\oint_a w\,\varepsilon\,\partial_s\psi\,dS+\oint_a\psi\,\varepsilon\,\partial_s w\,dS.$$

By Gauss's law $\oint_a\varepsilon\,\partial_s\psi\,dS=-4\pi q$. On the sphere $w=w(\mathbf r_0)+O(a)$, while $\partial_s\psi=O(a^{-2})$ and the area is $O(a^2)$. The second term therefore tends to $+4\pi q\,w(\mathbf r_0)$. In the third, $\psi=O(a^{-1})$ and $\partial_s w$ is bounded, so the integral is $O(a)$ and vanishes. $\square$

**Lemma 2.** The fluxes of $\mathbf J$ through the two sides of an interface between layers cancel.

*Proof.* At an uncharged interface $w$, $\psi$, $\varepsilon\partial_n w$ and $\varepsilon\partial_n\psi$ are continuous, hence so is $\mathbf J\cdot\mathbf n$. The outward normals of the two layers are opposite. $\square$

*Proof of the theorem.* Add Lemma 1 over all layers. By Lemma 2 only the boundary of $V$ remains:

$$\oint_{\partial V}\left(w\,\varepsilon\,\partial_\nu\psi-\psi\,\varepsilon\,\partial_\nu w\right)dS=-4\pi q\,w(\mathbf r_0).$$

All electrodes have $\psi=0$, which removes the second term there. The first vanishes on every electrode but the channel, where $w=1$. Insulating boundaries contribute nothing because both normal derivatives vanish, and remote boundaries contribute nothing by assumption 3. Hence

$$\oint_{\rm ch}\varepsilon\,\partial_\nu\psi\,dS=-4\pi q\,w(\mathbf r_0).$$

The normal out of the channel metal is $-\boldsymbol\nu$ and $\mathbf E=-\nabla\psi$. Its surface charge density is therefore $\sigma=\varepsilon\mathbf E\cdot(-\boldsymbol\nu)/4\pi=\varepsilon\,\partial_\nu\psi/4\pi$. The left side equals $4\pi Q_{\rm ch}$, which gives the result. Superposition gives the formula for $\rho$. $\square$

**Remark 1: what is not determined.** The theorem gives the total charge, not where along the channel it sits. It can also fail if $\varepsilon$ depends on the field, because the gradient products then need not cancel.

**Remark 2: two numerical tests.** The first cell is two-dimensional, with boundaries $r=R(1+a\cos m\theta)$. From channel to gate, $(R,a,m)$ is $(1,0.10,3)$, $(1.6,0.03,2)$, $(2.4,0.03,5)$ and $(3.2,0.05,4)$, in arbitrary length units. The layers have permittivities 3.9, 7.5 and 3.9. Line charges were placed in turn at $r=2$ and angles 0.35, 1.7 and 4.1 radians. The channel charge was obtained from the field of each trap, without using reciprocity. For the first trap $w=0.39991$ and the induced fraction is $-0.39991$. The largest mismatch for the three is $2.1\times10^{-12}$ of the trapped charge.

The second test has a point charge 8 nm above a grounded plane, with a grounded gate 18 nm above that plane. The channel is a disc of radius 20 nm in the plane, whose centre is 12 nm sideways from the charge. Integrating the image-charge density over the disc gives $-0.433079\,q$. The potential at the trap with unit bias on the disc is 0.433079.

## Consequences for two electrodes

**Corollary 1.** $0\le w\le1$. If the channel and gate are the only electrodes and no flux escapes elsewhere, the gate receives $-q[1-w(\mathbf r_0)]$.

*Proof.* Let $u=\max(w-1,0)$, which vanishes on all electrodes. Multiplying the equation for $w$ by $u$ and integrating by parts leaves $\int\varepsilon|\nabla u|^2dV=0$, since the boundary terms vanish: $u=0$ on the electrodes and at the remote ends of a long cell, $\partial_\nu w=0$ on insulating boundaries, and in an unbounded region with decaying potentials the product $u\,\partial_\nu w$ falls faster than the area grows. Thus $u$ is constant and equal to its electrode value, zero. The same argument with $\max(-w,0)$ gives $w\ge0$. Integrating the equation for $\psi$ over $V$ gives $4\pi(Q_{\rm ch}+Q_{\rm g})=-4\pi q$, from which the gate charge follows. $\square$

A trap close to the channel is imaged almost wholly there, and one close to the gate almost wholly on the gate.

**Corollary 2.** Under the same two-electrode conditions, the gate-voltage change that restores the total channel charge at fixed channel potential is

$$\Delta V_{\rm G}=-\frac1C\int\rho\,w\,dV,\qquad C=\frac1{4\pi}\oint_{\rm ch}\varepsilon\,\partial_\nu w\,dS.$$

*Proof.* Without trapped charge, electrode potentials $V_{\rm ch}$ and $V_{\rm G}$ produce the potential $V_{\rm G}+(V_{\rm ch}-V_{\rm G})w$. The constant carries no field, so the channel charge is $C(V_{\rm ch}-V_{\rm G})$. Adding the trapped charge gives

$$Q_{\rm ch}=C(V_{\rm ch}-V_{\rm G})-\int\rho\,w\,dV.$$

The change in $Q_{\rm ch}$ vanishes if $-C\,\Delta V_{\rm G}-\int\rho w\,dV=0$. $\square$

Trapped electrons have $\rho<0$ and require a positive shift. For a localized trap the shift restores the total but not the local channel charge, so it need not equal the threshold shift measured from the current.

## Coaxial layers

For a long cylinder with channel radius $R_c$ and gate radius $R_g$, the equation is $(r\varepsilon w')'=0$. Hence $r\varepsilon w'=-A$ with $A$ constant. Define $S(r)=\int_r^{R_g}dr'/(r'\varepsilon)$. Integration from the gate, where $w=0$, gives $w=A\,S(r)$, and $w(R_c)=1$ fixes $A$:

$$w(r)=\frac{S(r)}{S(R_c)}.$$

At the channel $\partial_\nu=-\partial_r$, so $\varepsilon\partial_\nu w=A/R_c$. The capacitance per length is

$$C'=\frac{2\pi R_c}{4\pi}\frac A{R_c}=\frac1{2S(R_c)},$$

or $2\pi\varepsilon_0/S(R_c)$ in ordinary units.

## A semiconducting channel

A semiconductor is not a metal held at fixed surface potential. In this section trapping is uniform around and along the cylinder, and the channel is in equilibrium with a source at fixed potential.

**Proposition.** The gate shift of Corollary 2 restores the complete channel state, whatever the static relation between its charge and potential.

*Proof.* Let the channel hold $\lambda_n$ mobile electrons per length and have surface potential $\phi_s$. Gauss's law gives $r\varepsilon\phi'=2\lambda_n$ just outside it. Farther out,

$$r\varepsilon\phi'=2\lambda_n-4\pi\int_{R_c}^r r'\rho(r')\,dr'.$$

Divide by $r\varepsilon$, integrate to the gate and exchange the order of the double integral:

$$V_{\rm G}=\phi_s+2\lambda_nS(R_c)-4\pi\int_{R_c}^{R_g}r'\rho(r')S(r')\,dr'.$$

With $S(r')=w(r')/(2C')$ this becomes

$$V_{\rm G}=\phi_s+\frac{\lambda_n}{C'}-\frac1{C'}\int_{R_c}^{R_g}2\pi r'\rho(r')w(r')\,dr'.$$

A constant work-function difference would cancel from the shift. The same channel state has the same $\phi_s$ and $\lambda_n$, so the last term alone is the gate shift. $\square$

At fixed gate voltage the answer differs. Let $\lambda_t$ be the trapped electrons per length, $\bar w$ the average of $w$ over them, and $C_s=d\lambda_n/d\phi_s$. Differentiating the last equation gives

$$0=d\lambda_n\left(\frac1{C_s}+\frac1{C'}\right)+\frac{\bar w\,d\lambda_t}{C'},\qquad d\lambda_n=-\frac{\bar w\,d\lambda_t}{1+C'/C_s}.$$

The metallic theorem is recovered when $C_s\gg C'$.

For an undoped cylinder with Boltzmann electrons, $n=n_ie^{u}$ with $u=\phi/V_T$, where $V_T$ is the thermal voltage. Poisson's equation is $(ru')'/r=\kappa e^u$ with $\kappa=4\pi n_i/(\varepsilon_sV_T)$. The solution regular on the axis is

$$e^u=\frac{8\beta}{\kappa(1-\beta r^2)^2},\qquad ru'=\frac{4\beta r^2}{1-\beta r^2},\qquad \frac{(ru')'}r=\frac{8\beta}{(1-\beta r^2)^2}=\kappa e^u.$$

Set $b=\beta R_c^2$. From $R_c\varepsilon_s\phi'(R_c)=2\lambda_n$ and the surface value of $u$,

$$\lambda_n=2\varepsilon_sV_T\frac b{1-b},\qquad \frac{d\lambda_n}{db}=\frac{2\varepsilon_sV_T}{(1-b)^2},\qquad \frac{d\phi_s}{db}=V_T\left(\frac1b+\frac2{1-b}\right)=\frac{V_T(1+b)}{b(1-b)}.$$

The quotient is

$$C_s=\frac{2\varepsilon_sb}{(1-b)(1+b)}=\frac{\lambda_n}{V_T(1+b)}.$$

The reduction factor is therefore $\lambda_n/[\lambda_n+C'V_T(1+b)]$. It tends to zero in an empty channel. The relative change $d\lambda_n/\lambda_n$ does not: it tends to $-\bar w\,d\lambda_t/(C'V_T)$, so a weak absolute response can still change a small mobile population substantially.

## Worked example: a gate-all-around cell

The channel radius is 30 nm. Around it lie 5 nm of tunnel oxide, 6 nm of nitride and 7 nm of blocking oxide, with permittivities 3.9, 7.5 and 3.9. The layer boundaries are thus at 35, 41 and 48 nm. At the nitride middle, $r=38$ nm,

$$w=\frac{\ln(41/38)/7.5+\ln(48/41)/3.9}{\ln(35/30)/3.9+\ln(41/35)/7.5+\ln(48/41)/3.9}=0.500.$$

One electron there induces $+0.500\,e$ on a metallic channel. At the inner and outer nitride edges the values are 0.609 and 0.400. The same number of electrons therefore shifts the gate voltage $0.609/0.400=1.52$ times as much at the inner edge.

A filled density of $10^{19}\ \text{cm}^{-3}=0.01\ \text{nm}^{-3}$ gives

$$\lambda_t=0.01\,\pi(41^2-35^2)=14.33\ \text{nm}^{-1}.$$

The volume average is $\bar w=0.499$, so the induced charge is $7.15\,e$/nm, or 0.608 µC/cm² of channel surface. With $C'=3.437\ e/(\text{V nm})$,

$$\Delta V_{\rm G}=\frac{7.147}{3.437}\ \text{V}=2.08\ \text{V}.$$

As a test of the proposition, Poisson's equation was integrated from the axis to the gate through silicon of permittivity 11.7 at 300 K, with $\lambda_n=6.87\ \text{nm}^{-1}$. With potential measured from the intrinsic level, at which $n$ would equal $n_i=10^{10}\ \text{cm}^{-3}$ (on the axis it is already $1.4\times10^{17}\ \text{cm}^{-3}$), and no work-function difference, the gate voltage is 2.573 V with empty nitride and 4.653 V with filled nitride. Their difference, 2.080 V, agrees with the formula.

**Channel response.** That read state has $\lambda_n/C'=2$ V and a reduction factor of 0.976 at 300 K. At 358 K, with the same mobile charge, it is 0.971. With a thousandth of the mobile charge at 300 K it falls to 0.071, so the metallic formula then overstates the fixed-bias response about fourteenfold. Boltzmann statistics are also strained in the read state: the surface density is 1.5 times the effective density of states. At that density degeneracy raises the effective thermal voltage 1.51 times. Applying this to the whole channel with $b$ held fixed gives a rough factor of $1/[1+1.51(1/0.9755-1)]=0.96$. This overstates the correction, because the density is lower away from the surface: solving Poisson's equation with Fermi–Dirac statistics at the same mobile charge gives 0.97. Quantization of the inversion layer, left out of these values, matters more than degeneracy: a planar Schrödinger–Poisson estimate for a (100) surface with a hard wall gives about 0.945.

**Comparison with real cells.** The dimensions and trap density are rough values typical of vertical NAND memory, where gates alternate with spacers and the polycrystalline channel may surround an insulating core. A core that preserves cylindrical symmetry leaves the uniform-filling shift unchanged, by the proposition; grain boundaries break that symmetry, and their effect is not estimated here. With 30 nm gates, 25 nm oxide spacers and all gates grounded, $w$ at the nitride middle is 0.512 under the gate centre, 0.544 at its edge and 0.584 at the spacer centre. The last, which a finer mesh lowers by about 0.001, is 17% above the continuous-gate value. Removing grounded metal cannot lower $w$: the new potential is non-negative where metal was removed, and the maximum principle carries that inequality inward. These values give charge induced on the whole channel string, not the threshold shift of one separately driven gate. Placing the inversion charge 1 nm inside the silicon instead lowers the mid-nitride $w$ to 0.486, by 3%. That depth is assumed; in the planar quantum estimate added charge sits about 2 nm deep, which gives 0.472, lower by 6%.

**Fixed trapped charge.** With channel and gate metals grounded and the nitride filled, the largest fields are 1.76 MV/cm in the tunnel oxide and 1.29 MV/cm in the blocking oxide, against a rough breakdown field of 10 MV/cm. Programming fields are not treated. For a trap depth of 1.5 eV, a band offset of 1.05 eV, an oxide mass of 0.42 electron masses and an attempt rate of $10^{13}\ \text{s}^{-1}$, tunnelling from the inner nitride edge has exponent 48.7 and a time near $10^8$ s. Thermal emission over the full trap depth, without assistance from the nitride field, takes about $2\times10^{12}$ s at 300 K and $10^8$ s at 358 K. Field-assisted emission shortens these times greatly: at the peak nitride field of 0.78 MV/cm, Poole–Frenkel lowering of 0.25 to 0.34 eV (permittivity 7.5 to 4) reduces them to roughly $10^8$ to $4\times10^6$ s at 300 K and $5\times10^4$ to $2\times10^3$ s at 358 K. These inputs are rough and enter exponentially, so the times are not retention predictions. Within this model they support treating $\rho$ as fixed over short times with grounded electrodes. A read bias changes the oxide fields, and escape under that bias is not estimated here. The remaining digits are in the numerical output below.

## Numbers as computed

```
Lobed cell, first trap: unit-bias potential: 0.39991
Lobed cell, first trap: induced charge / trapped charge: -0.39991
Lobed cell: largest reciprocity error, three traps: 2.1e-12
Disc segment: unit-bias potential at trap: 0.433079
Disc segment: induced charge / trapped charge: -0.433079
Channel radius: 30 nm
Tunnel oxide thickness: 5 nm
Nitride thickness: 6 nm
Blocking oxide thickness: 7 nm
Relative permittivity, oxide / nitride / silicon: 3.9 / 7.5 / 11.7
Trapped electron density: 1e+19 cm^-3
w at inner nitride edge: 0.60881
w at nitride middle: 0.50029
w at outer nitride edge: 0.40002
Channel charge from one electron at nitride middle: 0.50029 e
Channel-gate capacitance per length: 3.4366 e/(V nm)
Trapped electrons per length: 14.326 1/nm
Volume mean of w in nitride: 0.49892
Induced positive channel charge per length: 7.1473 e/nm
Same induced charge per channel area: 0.60751 uC/cm2
Threshold shift, uniform filling: 2.0798 V
Gate voltage at read state, empty nitride: 2.573 V
Gate voltage at read state, filled nitride: 4.6527 V
Gate length: 30 nm
Spacer length: 25 nm
Finite gates: w at gate center, nitride middle: 0.512
Finite gates: w at gate edge, nitride middle: 0.544
Finite gates: w at spacer center, nitride middle: 0.584
Assumed inversion centroid depth: 1 nm
w at nitride middle with centroid correction: 0.4863
Read-state mobile charge / capacitance: 2 V
Read-state mobile electrons per length: 6.8731 1/nm
Weak-state mobile electrons per length: 0.0068731 1/nm
Screening factor, read state, 300 K: 0.9755
Screening factor, weak state, 300 K: 0.0708
Screening factor, read state, 358 K: 0.9711
Boltzmann surface density / band density of states: 1.5
Degenerate rise of effective thermal voltage: 1.51 times
Tunnel-oxide field at channel, grounded filled cell: 1.76 MV/cm
Peak blocking-oxide field, grounded filled cell: 1.29 MV/cm
Rough oxide breakdown field: 10 MV/cm
Assumed trap depth: 1.5 eV
Assumed nitride-oxide conduction-band offset: 1.05 eV
Assumed oxide tunnelling mass: 0.42 electron masses
Assumed attempt rate: 1e+13 1/s
Tunnelling exponent from inner nitride edge: 48.7
Rough tunnelling time from inner nitride edge: 1e+08 s
Rough thermal emission time, 300 K: 2e+12 s
Rough thermal emission time, 358 K: 1e+08 s
```
